# Soft transition-state modes and the decomposition temperature of a precursor vapour: test program

```python
# Result under test: if one classical harmonic transition-state mode stiffens
# by a factor r, the temperature at which a unimolecular decomposition reaches
# a fixed rate constant moves from T to T' = T / (1 - kB*T*ln(r)/E).
# E: classical barrier (eV); T: temperature (K); kB: Boltzmann constant (eV/K);
# mode wavenumbers in 1/cm; rate constants in 1/s.
# The lost reactant stretch becomes the reaction coordinate.
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq
from scipy.special import ive, gammaln

kB = sc.k / sc.e
h = sc.h / sc.e
eV_per_cm = sc.h * sc.c * 100 / sc.e
barrier_kJ = 150.0
E = barrier_kJ * 1000 / sc.N_A / sc.e
T0 = 500.0
soft, stiff, stretch = 20.0, 50.0, 400.0
r = stiff / soft
residence = 1.0


def q_classical(w, T):
    return kB * T / (w * eV_per_cm)


def q_quantum(w, T):
    # explicit sum over oscillator levels, zero-point energy included
    n = np.arange(20000)
    return np.exp(-(n + 0.5) * w * eV_per_cm / (kB * T)).sum()


def rate(T, ts_mode, q=q_classical, lost=stretch, barrier=E, react=soft):
    ratio = q(ts_mode, T) / (q(lost, T) * q(react, T))
    return kB * T / h * ratio * np.exp(-barrier / (kB * T))


def shift(rate_loose, rate_tight):
    # rise in temperature needed by the second rate to match the first at T0
    target = np.log(rate_loose(T0))
    return brentq(lambda T: np.log(rate_tight(T)) - target,
                  450, 650, xtol=1e-10) - T0


# --- Classical flux through a saddle, from the phase-space integral ---------
# Potential (1-s^2)^2 + w(s)^2 q^2/2, unit masses, unit barrier.
def flux_rate(beta, w_saddle, w_well=3.0):
    s = np.linspace(-2, 0, 801)
    q = np.linspace(-5, 5, 2001)
    w2 = w_well**2 + (w_saddle**2 - w_well**2) * np.exp(-(s / 0.25)**2)
    V = (1 - s[:, None]**2)**2 + 0.5 * w2[:, None] * q[None, :]**2
    weight = np.exp(-beta * V)
    well = weight.sum() * (s[1] - s[0])
    return weight[-1].sum() / well / np.sqrt(2 * np.pi * beta)


flux_error = 0.0
for beta in (36.0, 72.0):
    for w_saddle in (0.4, 1.0):
        harmonic = np.sqrt(8) * 3.0 / w_saddle / (2 * np.pi) * np.exp(-beta)
        err = abs(flux_rate(beta, w_saddle) / harmonic - 1)
        flux_error = max(flux_error, err)
# the quartic well is slightly anharmonic: an error of order 0.2/beta remains
assert flux_error < 0.01
flux_ratio = flux_rate(36.0, 0.4) / flux_rate(36.0, 1.0)
assert abs(flux_ratio - r) < 1e-3

# --- The shift: root of the full rate expression against the closed form ----
dT = shift(lambda T: rate(T, soft), lambda T: rate(T, stiff))
dT_closed = T0 / (1 - kB * T0 * np.log(r) / E) - T0
assert abs(dT - dT_closed) < 1e-6
assert round(dT) == 13
dT_linear = kB * T0**2 * np.log(r) / E
dT_second = dT_linear + dT_linear**2 / T0
assert abs(dT - dT_second) < 1.1 * dT_linear**3 / T0**2
# only the ratio of the two wavenumbers matters, not the other modes
dT_other = shift(lambda T: rate(T, 2 * soft, lost=900.0),
                 lambda T: rate(T, 2 * stiff, lost=900.0))
assert abs(dT_other - dT) < 1e-6

A_loose = rate(T0, soft) * np.exp(E / (kB * T0))
A_tight = rate(T0, stiff) * np.exp(E / (kB * T0))
assert abs(A_loose / (sc.c * 100 * stretch) - 1) < 1e-10
k_fixed = rate(T0, soft)
k_tight = rate(T0, stiff)
lost_loose = 1 - np.exp(-k_fixed * residence)
lost_tight = 1 - np.exp(-k_tight * residence)


# --- The change is entropic: derivatives of the quantum free energy ---------
def free_energy(w, T):
    return -kB * T * np.log(q_quantum(w, T))


def entropy(w):
    return -(free_energy(w, T0 + 0.5) - free_energy(w, T0 - 0.5))


dS = (entropy(soft) - entropy(stiff)) / kB
dU = (free_energy(soft, T0) - free_energy(stiff, T0)) / (kB * T0) + dS
assert abs(dS - np.log(r)) < 2e-3   # quantum remainder of order x^2/24
assert abs(dU) < 3e-3               # quantum remainder of order x^2/12

# --- Barrier change that gives the same shift ------------------------------
dE_equal = E * dT / T0
dT_from_barrier = shift(lambda T: rate(T, soft),
                        lambda T: rate(T, soft, barrier=E + dE_equal))
assert abs(dT_from_barrier - dT) < 1e-6
barrier_error = 0.05
dT_barrier_error = shift(lambda T: rate(T, soft),
                         lambda T: rate(T, soft, barrier=E + barrier_error))

# --- Quantum statistics ----------------------------------------------------
dT_quantum = shift(lambda T: rate(T, soft, q_quantum),
                   lambda T: rate(T, stiff, q_quantum))


# lost stretch frozen in its ground level: prefactor proportional to T
def rate_frozen(T, w):
    return (kB * T / h * q_classical(w, T) / q_classical(soft, T)
            * np.exp(-E / (kB * T)))


dT_frozen = shift(lambda T: rate_frozen(T, soft),
                  lambda T: rate_frozen(T, stiff))
slope = np.log(rate_frozen(T0 + 0.01, soft) / rate_frozen(T0 - 0.01, soft))
slope /= 0.02
assert abs(slope / ((E + kB * T0) / (kB * T0**2)) - 1) < 1e-6

# --- Tunnelling through a parabolic barrier --------------------------------
imaginary = 1000.0


def kappa(T):
    half = imaginary * eV_per_cm / (2 * kB * T)
    return half / np.sin(half)


x_b = imaginary * eV_per_cm / (kB * T0)
y = np.linspace(-60, 60, 120001)
transmitted = np.exp(-y) / (1 + np.exp(-2 * np.pi * y / x_b))
kappa_integral = transmitted.sum() * (y[1] - y[0])
assert abs(kappa_integral / kappa(T0) - 1) < 1e-6
dT_tunnel = shift(lambda T: kappa(T) * rate(T, soft),
                  lambda T: kappa(T) * rate(T, stiff))
T_drop_tunnel = -shift(lambda T: rate(T, soft),
                       lambda T: kappa(T) * rate(T, soft))

# --- Soft mode as a hindered ligand rotor ----------------------------------
inertia = 50.0   # reduced moment, amu angstrom^2
B = sc.hbar**2 / (2 * inertia * sc.atomic_mass * 1e-20) / sc.e


def rotor_height(w, fold):
    # height of V = (V0/2)(1-cos(fold*phi)) with harmonic wavenumber w
    return (w * eV_per_cm)**2 / (fold**2 * B)


def q_rotor(w, T, fold):
    u = rotor_height(w, fold) / (2 * kB * T)
    return np.sqrt(np.pi * kB * T / B) * ive(0, u)


def q_rotor_quantum(w, T, fold):
    m = np.arange(-250, 251)
    V0 = rotor_height(w, fold)
    off = -V0 / 4 * np.ones(m.size - fold)
    H = np.diag(B * m**2 + V0 / 2) + np.diag(off, fold) + np.diag(off, -fold)
    return np.exp(-np.linalg.eigvalsh(H) / (kB * T)).sum()


rotor_shift, rotor_ratio = {}, {}
for fold in (1, 2, 3):
    for w in (soft, stiff):
        exact_sum = q_rotor_quantum(w, T0, fold)
        # remaining difference is the quantum correction, order x^2/24
        assert abs(exact_sum / q_rotor(w, T0, fold) - 1) < 2e-3
    rotor_ratio[fold] = q_rotor(soft, T0, fold) / q_rotor(stiff, T0, fold)
    qf = lambda w, T, f=fold: q_rotor(w, T, f)

    def rate_rotor(T, w, q=qf):
        return (sc.c * 100 * stretch * q(w, T) / q(soft, T)
                * np.exp(-E / (kB * T)))
    rotor_shift[fold] = shift(lambda T: rate_rotor(T, soft),
                              lambda T: rate_rotor(T, stiff))

# thermal swing of the harmonic mode, formula against a Boltzmann average
swing = np.sqrt(2 * B * kB * T0) / (soft * eV_per_cm)
phi = np.linspace(-12, 12, 24001)
boltz = np.exp(-rotor_height(soft, 2) * 4 * phi**2 / 4 / (kB * T0))
swing_average = np.sqrt((phi**2 * boltz).sum() / boltz.sum())
assert abs(swing / swing_average - 1) < 1e-6

# --- Pressure falloff: classical RRK with strong collisions ----------------
pressure_torr = 1.0
mass_precursor, mass_gas = 355.0, 28.0
collision_distance = 6.0   # angstrom
oscillators = 40           # effective number of classical oscillators
mu = mass_precursor * mass_gas / (mass_precursor + mass_gas) * sc.atomic_mass
density = pressure_torr * sc.torr / (sc.k * T0)
speed = np.sqrt(8 * sc.k * T0 / (np.pi * mu))
collisions = density * np.pi * (collision_distance * 1e-10)**2 * speed
b = E / (kB * T0)
energy = b + np.linspace(1e-6, 300, 60001)
step = energy[1] - energy[0]
population = np.exp((oscillators - 1) * np.log(energy) - energy
                    - gammaln(oscillators))
k_energy = A_loose * (1 - b / energy)**(oscillators - 1)
k_average = (population * k_energy).sum() * step
assert abs(k_average / k_fixed - 1) < 1e-5
falloff = (population * k_energy * k_energy
           / (collisions + k_energy)).sum() * step / k_average
assert falloff < 0.01

print(f"barrier: {barrier_kJ:.0f} kJ/mol = {E:.4f} eV")
print(f"reference temperature: {T0:.0f} K")
print(f"thermal energy kB*T: {kB*T0:.5f} eV")
print(f"barrier over kB*T: {b:.3f}")
print(f"transition-state modes: {soft:.0f} and {stiff:.0f} 1/cm")
print(f"reactant modes: {stretch:.0f} and {soft:.0f} 1/cm")
print(f"classical q of soft mode: {q_classical(soft, T0):.3f}")
print(f"classical q of stiff mode: {q_classical(stiff, T0):.3f}")
print(f"ratio r: {r:.2f}, ln r: {np.log(r):.4f}")
print(f"flux-integral rate ratio: {flux_ratio:.4f}")
print(f"largest flux/harmonic deviation: {100*flux_error:.2f} %")
print(f"entropy loss from level sums: {dS:.4f} kB")
print(f"prefactor, loose: {A_loose:.3e} 1/s")
print(f"prefactor, tight: {A_tight:.3e} 1/s")
print(f"fixed rate k*: {k_fixed:.3e} 1/s")
print(f"tight rate at reference T: {k_tight:.3e} 1/s")
print(f"residence time: {residence:.0f} s")
print(f"loss at reference T, loose: {100*lost_loose:.3f} %")
print(f"loss at reference T, tight: {100*lost_tight:.3f} %")
print(f"new fixed-rate temperature: {T0+dT:.2f} K")
print(f"exact shift: {dT:.2f} K")
print(f"linear estimate: {dT_linear:.2f} K")
print(f"second-order estimate: {dT_second:.2f} K")
print(f"barrier rise of equal effect: {dE_equal:.4f} eV")
print(f"shift from {barrier_error:.2f} eV barrier error: "
      f"{dT_barrier_error:.2f} K")
print(f"shift, all modes quantum: {dT_quantum:.2f} K")
print(f"shift, lost stretch frozen: {dT_frozen:.2f} K")
print(f"imaginary mode: {imaginary:.0f}i 1/cm")
print(f"tunnelling factor at reference T: {kappa(T0):.3f}")
print(f"shift with tunnelling: {dT_tunnel:.2f} K")
print(f"loose fixed-rate T lowered by tunnelling: {T_drop_tunnel:.2f} K")
print(f"rotor reduced moment: {inertia:.0f} amu angstrom^2")
print(f"harmonic rms swing, soft mode: {np.degrees(swing):.1f} degrees")
for fold in (1, 2, 3):
    print(f"{fold}-fold rotor heights: {rotor_height(soft, fold):.4f}, "
          f"{rotor_height(stiff, fold):.4f} eV")
    print(f"{fold}-fold rotor: q ratio {rotor_ratio[fold]:.3f}, "
          f"shift {rotor_shift[fold]:.2f} K")
print(f"gas pressure: {pressure_torr:.0f} Torr")
print(f"masses: {mass_precursor:.0f} and {mass_gas:.0f} amu")
print(f"collision distance: {collision_distance:.0f} angstrom")
print(f"effective oscillators: {oscillators}")
print(f"collision rate: {collisions:.2e} 1/s")
print(f"fractional rate loss by falloff: {falloff:.1e}")
print("all tests passed")
```

Running it gives:

```
barrier: 150 kJ/mol = 1.5546 eV
reference temperature: 500 K
thermal energy kB*T: 0.04309 eV
barrier over kB*T: 36.082
transition-state modes: 20 and 50 1/cm
reactant modes: 400 and 20 1/cm
classical q of soft mode: 17.376
classical q of stiff mode: 6.950
ratio r: 2.50, ln r: 0.9163
flux-integral rate ratio: 2.5000
largest flux/harmonic deviation: 0.53 %
entropy loss from level sums: 0.9156 kB
prefactor, loose: 1.199e+13 1/s
prefactor, tight: 4.797e+12 1/s
fixed rate k*: 2.563e-03 1/s
tight rate at reference T: 1.025e-03 1/s
residence time: 1 s
loss at reference T, loose: 0.256 %
loss at reference T, tight: 0.102 %
new fixed-rate temperature: 513.03 K
exact shift: 13.03 K
linear estimate: 12.70 K
second-order estimate: 13.02 K
barrier rise of equal effect: 0.0405 eV
shift from 0.05 eV barrier error: 16.08 K
shift, all modes quantum: 13.08 K
shift, lost stretch frozen: 12.66 K
imaginary mode: 1000i 1/cm
tunnelling factor at reference T: 1.451
shift with tunnelling: 13.33 K
loose fixed-rate T lowered by tunnelling: 5.23 K
rotor reduced moment: 50 amu angstrom^2
harmonic rms swing, soft mode: 43.9 degrees
1-fold rotor heights: 0.1471, 0.9193 eV
1-fold rotor: q ratio 2.747, shift 14.45 K
2-fold rotor heights: 0.0368, 0.2298 eV
2-fold rotor: q ratio 2.625, shift 13.65 K
3-fold rotor heights: 0.0163, 0.1021 eV
3-fold rotor: q ratio 1.974, shift 9.50 K
gas pressure: 1 Torr
masses: 355 and 28 amu
collision distance: 6 angstrom
effective oscillators: 40
collision rate: 1.40e+07 1/s
fractional rate loss by falloff: 2.0e-04
all tests passed
```
